# Why heavy doping weakens the piezoresistance of n-type silicon

Q: I pull on a bar of n-type silicon along [100] and its resistance falls. In a heavily doped bar the same stress does less. Before we come to doping, why does the resistance respond at all?

A: The conduction band has six equivalent valleys, in pairs along the x, y and z axes. Each is an ellipsoid with a heavy mass $m_l$ along its own axis and a light mass $m_t$ across it. Stress makes the pairs inequivalent, and electrons move to the lower ones.

Let the stress $X$ along x be positive in tension. With stiffnesses $C_{11}$ and $C_{12}$, and $\varepsilon_{yy}=\varepsilon_{zz}$ by symmetry,

$$C_{11}\varepsilon_{xx}+2C_{12}\varepsilon_{yy}=X,\qquad C_{12}\varepsilon_{xx}+(C_{11}+C_{12})\varepsilon_{yy}=0 .$$

Subtracting the second from the first gives $(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})=X$. The bottom of valley pair $i$ moves by

$$\delta E_i=\Xi_d(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\Xi_u\varepsilon_{ii},$$

where $\Xi_d$ and $\Xi_u$ are deformation potentials. The first term is common to all pairs. The x pair therefore rises relative to the others by

$$\Delta=\delta E_x-\delta E_y=\frac{\Xi_uX}{C_{11}-C_{12}} .$$

Since $\Xi_u>0$, tension empties the x pair, whose electrons are heavy along the current, and fills the y and z pairs, whose electrons are light along it. The conductivity along x rises.

Q: How many electrons move for a given $\Delta$?

A: Let $n$ be the total electron density, fixed by ionised donors, so that each pair holds $n/3$ at rest. In parabolic valleys of unchanged mass, the density $n_i$ of a pair depends only on $\mu-E_i$, the chemical potential measured from that pair's bottom. Define the fractional response

$$g=\frac{1}{n_i}\frac{dn_i}{d(\mu-E_i)},$$

evaluated without stress, where it is the same for every pair. To first order $\delta n_i/n_i=g(\delta\mu-\delta E_i)$. The three changes must sum to zero, so $\delta\mu$ is the mean of the three shifts. Relative to that mean the x pair moves by $+2\Delta/3$ and the other two by $-\Delta/3$. Hence

$$\frac{\delta n_x}{n_x}=-\frac23g\Delta,\qquad \frac{\delta n_y}{n_y}=\frac{\delta n_z}{n_z}=+\frac13g\Delta .$$

The common shift, and with it $\Xi_d$, has dropped out. Doping enters the repopulation through $g$.

Q: Then what is $g$?

A: Count the electrons. For one valley, write each component as $k_a=\sqrt{2m_a}\,q_a/\hbar$, which turns the ellipsoid into a sphere with energy $E=q^2$. The volume element becomes $d^3k=(2m_d)^{3/2}\hbar^{-3}d^3q$, with $m_d=(m_lm_t^2)^{1/3}$, and $d^3q=4\pi q^2dq=2\pi\sqrt E\,dE$. With two spins and six valleys,

$$n=\frac{12}{(2\pi)^3}\frac{(2m_d)^{3/2}}{\hbar^3}\,2\pi\int_0^\infty\!\sqrt E\,f\,dE=N_cF_{1/2}(\eta),$$

$$N_c=12\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},\qquad F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .$$

Here $f$ is the Fermi occupation, $x=E/kT$, and $\eta$ is $\mu$ above the valley bottom divided by $kT$. Because $\partial f/\partial\eta=-\partial f/\partial x$, one integration by parts gives $dF_j/d\eta=F_{j-1}$ for $j>0$. Therefore

$$g=\frac{1}{kT}\frac{F_{-1/2}(\eta)}{F_{1/2}(\eta)} .$$

Q: That is a formula. I asked for a reason.

A: Differentiate the occupation before integrating. From $f=1/(1+e^{x-\eta})$ one finds $\partial f/\partial\eta=f(1-f)$. Summing over states,

$$g=\frac{1}{kT}\frac{\sum f(1-f)}{\sum f}=\frac{\langle1-f\rangle}{kT},$$

where the average is taken over the electrons. So $kTg$ is the mean emptiness of the states that electrons occupy.

In a lightly doped crystal nearly every such state is empty most of the time, $\langle1-f\rangle\approx1$, and every electron contributes to the response. In a degenerate crystal, the states well below the Fermi level are full. If their valley rises a little they are still below the Fermi level, and they stay full. Occupations change appreciably only within a few $kT$ of the level. The Pauli principle has removed the deep electrons from the response.

You can isolate the cause by switching the principle off. Boltzmann electrons have $n_i\propto e^{(\mu-E_i)/kT}$, which gives $g=1/kT$ at any density. Within this model, crowding alone does not weaken repopulation; exclusion does.

Q: Where does $g$ start to fall, and where does it end?

A: At low density expand in $z=e^\eta$. The occupation is $f=ze^{-x}-z^2e^{-2x}+\dots$, so $F_j=z-z^2/2^{j+1}+\dots$, and

$$kTg=\frac{1-z/\sqrt2}{1-z/2^{3/2}}\approx1-\frac{z}{2^{3/2}}\approx1-\frac{n}{2^{3/2}N_c} .$$

The first loss is linear in density, and its scale is $N_c$.

At zero temperature the valleys fill up to

$$E_F=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2n}{6}\right)^{2/3},$$

where the 6 shares the electrons among the valleys. Since $n_i\propto\mu^{3/2}$, with $\mu$ measured from the bottom, $g=3/(2E_F)$. The thermal energy in $1/kT$ has been replaced by $2E_F/3$.

For the approach to this limit, the Sommerfeld expansion gives

$$\int_0^\infty\!\sqrt E f\,dE\approx\frac23\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{kT}{\mu}\right)^2\right].$$

Its logarithmic derivative is $g\approx\frac{3}{2\mu}[1-\frac{\pi^2}{6}(kT/\mu)^2]$. Fixed density requires $\mu\approx E_F[1-\frac{\pi^2}{12}(kT/E_F)^2]$. Substitution raises the prefactor by $\frac{\pi^2}{12}(kT/E_F)^2$, which cancels half of the loss:

$$g\approx\frac{3}{2E_F}\left[1-\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2\right].$$

Q: I measure resistance, not populations. How does $g$ reach my meter?

A: Assume for now a relaxation time $\tau$ that is the same for all electrons and directions. A pair then contributes $n_ie^2\tau/m$ to the conductivity, with $m$ its mass along the current. For current along x that is $m_l$ for the x pair and $m_t$ for the other two. With $K=m_l/m_t$,

$$\sigma=\frac{ne^2\tau}{3m_l}(1+2K),\qquad \delta\sigma=\frac{ne^2\tau}{3m_l}\left(-\frac23+\frac{2K}{3}\right)g\Delta .$$

The relaxation time cancels in the ratio. Resistivity changes with the opposite sign, so

$$\pi_{11}=\frac1X\frac{\delta\rho}{\rho}=-\frac23\,\frac{K-1}{2K+1}\,\frac{\Xi_u\,g}{C_{11}-C_{12}} .$$

A meter reads resistance, which also changes because the bar grows longer and thinner. That adds $\varepsilon_{xx}-2\varepsilon_{yy}$ to the fractional change, about $+1.2\times10^{-11}$ per pascal with the stiffnesses used below. The volume grows too, which dilutes a fixed number of electrons and adds about $0.3\times10^{-11}$ per pascal. Both terms are small beside $\pi_{11}$ and are left out here.

If the current flows along y with the stress still along x, the y pair is the heavy one. The bracket becomes $-\frac{2K}{3}+\frac13+\frac K3=-\frac{K-1}{3}$, so $\pi_{12}=-\pi_{11}/2$.

The effect needs both unequal shifts and unequal masses. With $K=1$ it vanishes. Under [111] stress the three diagonal strains are equal, the valleys move together, and this mechanism gives nothing.

Q: Put in numbers for a resistor at room temperature.

A: I take rough typical silicon values: $m_l=0.92$ and $m_t=0.19$ electron masses, $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa. Then $m_d=0.321$ electron masses, $K=4.84$ and $(K-1)/(2K+1)=0.360$. At 300 K, $kT=25.85$ meV, $1/kT=38.68$ eV$^{-1}$ and $N_c=2.74\times10^{19}$ cm$^{-3}$. At light doping

$$\pi_{11}=-\frac23(0.360)\frac{(9\ \text{eV})(38.68\ \text{eV}^{-1})}{102\times10^{9}\ \text{Pa}}\approx-82\times10^{-11}\ \text{Pa}^{-1}.$$

For the other densities I solved $n=N_cF_{1/2}(\eta)$ numerically for $\eta$, with the integrals done by quadrature.

| $n$ (cm$^{-3}$) | $E_F$ (meV) | $\langle1-f\rangle$ | $g$ (eV$^{-1}$) | $\pi_{11}$ ($10^{-11}$ Pa$^{-1}$) |
|---|---|---|---|---|
| $10^{16}$ | 0.16 | 1.000 | 38.7 | −81.8 |
| $10^{18}$ | 3.4 | 0.987 | 38.2 | −80.8 |
| $10^{19}$ | 16 | 0.887 | 34.3 | −72.6 |
| $10^{20}$ | 74 | 0.460 | 17.8 | −37.6 |

Here $n$ is the electron density, not the donor density. The coefficient at $10^{20}$ cm$^{-3}$ is 0.46 of its value at $10^{16}$ cm$^{-3}$.

Q: Is $10^{20}$ cm$^{-3}$ already the degenerate limit?

A: It is near it in value but still in the crossover. The two limiting forms meet where $kT=2E_F/3$, or $E_F=38.8$ meV. Since $n\propto E_F^{3/2}$, that is $n=10^{20}(38.8/74.0)^{3/2}\approx4\times10^{19}$ cm$^{-3}$. At $10^{20}$ cm$^{-3}$ we have $\eta=2.5$, which is not large. The zero-temperature value is $3/(2E_F)=20.3$ eV$^{-1}$, and the thermal correction lowers it by about 10 %, to 18.2; the full integral gives 17.8. Cooling the same density to 30 K gives 20.25 eV$^{-1}$, within about 0.1 % of the limit.

Q: My resistors get hot. Does heavy doping help there?

A: It steadies the coefficient. Go from 300 to 400 K with the density, elastic constants, deformation potential and $K$ held fixed. At $10^{16}$ cm$^{-3}$, $g$ follows $1/T$ and $\pi_{11}$ drops to 0.750 of its value. At $10^{20}$ cm$^{-3}$ it drops only to 0.913 with the constant relaxation time assumed so far, because the Fermi energy, which does not depend on temperature, now sets most of the scale. A relaxation time that varies with energy changes this figure: $\tau\propto E^{-1/2}$ gives 0.96 and $\tau\propto E^{3/2}$ gives 0.84. With constant $\tau$ you give up about half the room-temperature sensitivity for this; the two power laws make the loss about two thirds and about one third. The drift of the resistance itself with temperature is a separate matter, which this comparison leaves out.

Q: How far can I trust a coefficient that is linear in stress?

A: The condition is $g\Delta\ll1$. At 100 MPa, $\Delta=8.8$ meV, so $g\Delta$ is 0.34 at $10^{16}$ cm$^{-3}$ and 0.16 at $10^{20}$ cm$^{-3}$.

The light-doping case can be done by hand at finite stress. Boltzmann weights give the x pair the share

$$s=\frac{e^{-\Delta/kT}}{2+e^{-\Delta/kT}}=\frac{0.711}{2.711}=0.262,$$

down from one third. The resistivity ratio is

$$\frac{\rho}{\rho_0}=\frac{(1+2K)/3}{s+(1-s)K}=\frac{3.56}{3.83}\approx0.93 .$$

A direct sum over states in k-space, with $\mu$ solved again under stress, gives a change of −7.1 %, where the linear law gives −8.2 %. At $10^{20}$ cm$^{-3}$ the same sum gives −3.6 % against −3.8 %, with the x share falling only to 0.299.

The response must saturate under tension. Once the x pair is empty, $s=0$ and $\rho/\rho_0=(1+2K)/(3K)\approx0.74$ in this model.

Q: You assumed one relaxation time. Heavy doping brings impurity scattering, which depends strongly on energy. Does the argument survive?

A: The population argument does, but the conductivity acquires a different factor. Let $\tau\propto E^r$, with $E$ measured from the electron's own valley bottom. The contribution of a pair is then

$$\sigma_i\propto\int_0^\infty E^{3/2+r}\left(-\frac{\partial f}{\partial E}\right)dE=\left(\tfrac32+r\right)\int_0^\infty E^{1/2+r}f\,dE\propto F_{r+1/2}(\eta).$$

One power of $E$ in the first integral comes from the squared velocity and a half power from the density of states. The quantity that replaces $g$ in $\pi_{11}$ is

$$g_r=\frac{1}{kT}\frac{F_{r-1/2}(\eta)}{F_{r+1/2}(\eta)} .$$

For $r\le-1/2$ the integral in the numerator diverges, and $F_{r-1/2}$ then means the derivative $dF_{r+1/2}/d\eta$. At light doping numerator and denominator both equal $e^\eta$, so $g_r=1/kT$ for every $r>-3/2$: adding electrons does not change the mean mobility of a Boltzmann valley. In the degenerate limit $\sigma_i\propto\mu^{3/2+r}$ and $g_r=(3/2+r)/E_F$. Filling a valley now also raises the energy of its current carriers, and so changes their relaxation time.

At $10^{20}$ cm$^{-3}$ and 300 K, $g_r$ is 13.8 eV$^{-1}$ for $r=-1/2$, as for acoustic phonons, 17.8 for $r=0$, and 26.6 for $r=3/2$, the power law of weakly screened ionised impurities. All three lie below 38.7, so the weakening remains, but its size depends on the scattering: the retained fraction runs from 0.36 to 0.69. The upper end is an extreme case. At this density the electrons screen the impurities strongly, which makes $\tau$ depend much less on energy than $E^{3/2}$ and brings the response closer to the $r=0$ value.

Q: Stress also changes where an electron can scatter to. Should that not matter?

A: It does, when scattering between different valley pairs is important. Take a simple elastic model with $r=-1/2$, in which the scattering rate is proportional to the density of final states and a share $w$ of it leads to the other two pairs. An x electron of kinetic energy $E$ finds final states there at kinetic energy $E+\Delta$. Its rate is proportional to $(1-w)\sqrt E+w\sqrt{E+\Delta}$, a fractional rise of $w\Delta/(2E)$. For a y electron only half of that share leads to the x pair, now at $E-\Delta$, so its rate falls by the fraction $w\Delta/(4E)$.

For the x pair, $E^{3/2}\tau\propto E$, and the fractional change in conductivity from this source is

$$-\frac{w\Delta}{2}\,\frac{\int(-\partial f/\partial E)\,dE}{\int E(-\partial f/\partial E)\,dE}=-\frac{w\Delta}{2}\,\frac{F_{-1}}{kT\,F_0}=-\frac w2\,g_{-1/2}\,\Delta,$$

where $F_{-1}$ means $dF_0/d\eta=f(0)$. Added to the repopulation term $-\frac23g_{-1/2}\Delta$, it multiplies that term by $1+3w/4$. The y and z pairs gain $+\frac w4g_{-1/2}\Delta$ on top of $\frac13g_{-1/2}\Delta$, which is the same factor. An assumed $w=0.3$ raises the response by about 22 %.

In this elastic model the factor at fixed $w$ does not depend on degeneracy, so it does not alter the relative weakening. In a real crystal $w$ should fall as impurities take over the scattering, since they deflect electrons mainly within a valley. Real intervalley phonons also carry energies up to about 60 meV, more than $2kT$ at room temperature. With a single phonon of that energy and $w=0.3$, the factor is about 1.24 at light doping and 1.31 at $10^{20}$ cm$^{-3}$, so this is a sizing and not a prediction.

Q: What else could move the number at $10^{20}$ cm$^{-3}$?

A: Three effects are worth sizing, each taken alone.

The bands are not quite parabolic. Replace $E$ by $E(1+\alpha E)$ in the dispersion, with a rough $\alpha=0.5$ eV$^{-1}$. At the same density, numerical integration raises the population response from 17.8 to 18.9 eV$^{-1}$ and the conductivity response, at constant $\tau$, to 18.3. The extra density of states near the Fermi level allows more transfer.

Exchange favours the fuller valley. In the unscreened, isotropic, zero-temperature form it adds $-e^2k_F/(4\pi^2\epsilon_0\epsilon_r)$ to the chemical potential of a valley, with $k_F=(3\pi^2n/6)^{1/3}$. Since $k_F$ varies as the cube root of the valley's density, the energy cost of a fractional change in population drops from $1/g$ to

$$\frac1g-\frac{e^2k_F}{12\pi^2\epsilon_0\epsilon_r}=56.2-10.3\approx46\ \text{meV}$$

for $\epsilon_r=11.7$. That would raise $g$ by about 22 %, but it sets a zero-temperature term against a 300 K value of $1/g$. With the 300 K occupations the unscreened term is about 13.7 meV and the gain about 30 %. Screening is strong at this density and weakens exchange: a static Thomas–Fermi screened interaction cuts the term to about 3 meV and the gain to about 6 %.

The third effect works the other way. $K$ is really a ratio of mobilities, and anisotropic scattering can make it differ from the mass ratio. With $K=3$ in place of 4.84, $\pi_{11}$ is multiplied by 0.795. Impurity scattering alone, with Thomas–Fermi screening in the ellipsoidal valleys, gives $K\approx2.7$ at $10^{20}$ cm$^{-3}$ and 300 K. Where it lowers $K$, the piezoresistance weakens for a reason that has nothing to do with the Pauli principle.

Q: So how does all this sit beside a real resistor?

A: The measured light-doping coefficient is roughly $-100\times10^{-11}$ Pa$^{-1}$, and the model gives −82. Intervalley scattering has the right sign and a plausible size to supply the difference, but the uncertainty in $\Xi_u$ enters in direct proportion, so I would not call that settled. In a heavily doped device the constant relaxation time is one of the main uncertainties: at $10^{20}$ cm$^{-3}$ the power laws above move $\pi_{11}$ from −37.6 to between about −29 and −56, in units of $10^{-11}$ Pa$^{-1}$. The −56 belongs to weakly screened impurities and overstates what strong screening allows at this density. The range also holds $K$ at the mass ratio; screened impurity scattering alone, with its lower $K$, gives about −28. A diffused layer also has a density that varies with depth, so its response is an average weighted by the current at each depth.

Q: If I want to test the mechanism in my own laboratory, what should I look at?

A: Compare how the coefficient varies with temperature in a light and a heavy sample. A smaller coefficient at one temperature could come from a lower $K$. A temperature-independent reduction of $K$ would leave the $1/T$ dependence intact, whereas exclusion flattens it. Keep the stress low enough that $g\Delta\ll1$, and measure the electron density at each temperature. The scattering mix also changes with temperature, so a flatter curve supports the mechanism but does not prove it.

Numbers in the example were calculated in double precision.
